# Scalar two-body operators in an atomic shell beyond the Slater integrals: verification in Python

```python
"""Scalar two-body operators in an atomic shell l^N.

Result under test: operators that are scalar in spin and in orbital space
form a space of dimension 2l+1, spanned by
    U_k = sum_{i<j} u^k(i).u^k(j),   k = 0..2l,
where u^k is the unit tensor with reduced matrix element 1.
Slater integrals reach only even k (l+1 operators); odd k (l operators) remain.
Symbols: L, S total orbital and spin momentum; N electrons; v seniority;
F2, F4 Slater integrals; R1, R3 integrals coupling d^2 to p^2; gap = energy of
the excited configuration.  A 'pair matrix' is an operator on two-electron
determinants; 'lift' carries it to N electrons.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy import constants, sparse
from scipy.special import lpmv, eval_legendre
from sympy.physics.wigner import wigner_3j, wigner_6j


@lru_cache(None)
def six_j(a, b, c, d, e, f):
    return float(wigner_6j(a, b, c, d, e, f))


def eig_u(l, k, L):
    """Derived eigenvalue of U_k on the term L of l^2."""
    return (-1) ** L * six_j(l, l, L, l, l, k)


def unit_table(l, k):
    ms = range(-l, l + 1)
    return np.array([[(-1) ** (l - m) * float(wigner_3j(l, k, l, -m, m - n, n))
                      if abs(m - n) <= k else 0.0 for n in ms] for m in ms])


def reduced_c(l, k, lp):
    return ((-1) ** l * sqrt((2 * l + 1) * (2 * lp + 1))
            * float(wigner_3j(l, k, lp, 0, 0, 0)))


def scalar_product(table, m):
    """Two-electron elements <pq|T.T|rs> from the one-electron table of T."""
    m = np.asarray(m)
    sign = (-1.0) ** np.abs(m[:, None] - m[None, :])
    g = np.einsum('pr,qs->pqrs', sign * table, table)
    total = m[:, None] + m[None, :]
    return g * (total[:, :, None, None] == total[None, None, :, :])


def antisym(g):
    a, b = np.triu_indices(g.shape[0], 1)
    row, col = a[:, None], b[:, None]
    return g[row, col, a, b] - g[row, col, b, a]


def pair_matrix(g):
    n, e = g.shape[0], np.eye(2)
    full = np.einsum('pqrs,ac,bd->paqbrcsd', g, e, e)
    return antisym(full.reshape((2 * n,) * 4))


def pair_sum(h):
    """Pair matrix of the one-electron operator h(1)+h(2)."""
    e = np.eye(len(h))
    return antisym(np.einsum('pr,qs->pqrs', h, e)
                   + np.einsum('pr,qs->pqrs', e, h))


@lru_cache(None)
def removal(n, N):
    """Amplitudes for removing each pair of electrons from each determinant."""
    dets = list(combinations(range(n), N))
    cores = {c: i for i, c in enumerate(combinations(range(n), N - 2))}
    pairs = {p: i for i, p in enumerate(combinations(range(n), 2))}
    A = np.zeros((len(pairs), len(cores), len(dets)))
    for d, det in enumerate(dets):
        for a, b in combinations(range(N), 2):
            core = det[:a] + det[a + 1:b] + det[b + 1:]
            A[pairs[det[a], det[b]], cores[core], d] = (-1) ** (a + b - 1)
    return A


def lift(W, n, N):
    A = removal(n, N)
    D = A.shape[2]
    WA = W @ A.reshape(A.shape[0], -1)
    return A.reshape(-1, D).T @ WA.reshape(-1, D)


def generators(l):
    """One-electron L+, Lz, S+, Sz in the spin-orbital basis."""
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    one, e = np.eye(2 * l + 1), np.eye(2)
    return (np.kron(up, e), np.kron(np.diag(m.astype(float)), e),
            np.kron(one, np.array([[0., 1.], [0., 0.]])),
            np.kron(one, np.diag([.5, -.5])))


def square(plus, z):
    return z @ z + (plus @ plus.T + plus.T @ plus) / 2


# --- terms of l^2 and eigenvalues of U_k, from explicit determinants
unit, W, projector = {}, {}, {}
for l in (1, 2, 3):
    Lp, Lz, Sp, Sz = [pair_sum(h) for h in generators(l)]
    L2, S2 = square(Lp, Lz), square(Sp, Sz)
    val, vec = np.linalg.eigh(L2 + 100 * S2)
    found = {}
    for x in np.rint(val).astype(int):
        found[x] = found.get(x, 0) + 1
    expected = {L * (L + 1) + 200 * (L % 2): (2 * L + 1) * (1 + 2 * (L % 2))
                for L in range(2 * l + 1)}
    assert np.allclose(val, np.rint(val), atol=1e-9) and found == expected
    for L in range(2 * l + 1):
        v = vec[:, np.abs(val - L * (L + 1) - 200 * (L % 2)) < 1e-6]
        projector[l, L] = v @ v.T
    for k in range(2 * l + 1):
        unit[l, k] = unit_table(l, k)
        W[l, k] = pair_matrix(scalar_product(unit[l, k], range(-l, l + 1)))
        formula = sum(eig_u(l, k, L) * projector[l, L]
                      for L in range(2 * l + 1))
        assert np.allclose(W[l, k], formula, atol=1e-11)
    print(f"l={l}: terms of l^2 = {len(found)}")

# --- dimension of the scalar space directly from commutation conditions
for l in (1, 2):
    Lp, _, Sp, _ = [pair_sum(h) for h in generators(l)]
    one = sparse.identity(len(Lp))
    total = 0
    for X in (Lp, Lp.T, Sp, Sp.T):
        X = sparse.csr_matrix(X)
        K = sparse.kron(one, X) - sparse.kron(X.T, one)
        total = total + K.T @ K
    dimension = int(np.sum(np.linalg.eigvalsh(total.toarray()) < 1e-8))
    assert dimension == 2 * l + 1
    print(f"l={l}: dimension of scalar space = {dimension}")


# --- linear independence in l^N
def ranks(l, N):
    ops = np.array([lift(W[l, k], 4 * l + 2, N).ravel()
                    for k in range(2 * l + 1)])
    return (int(np.linalg.matrix_rank(ops, tol=1e-9)),
            int(np.linalg.matrix_rank(ops[::2], tol=1e-9)))


for N in range(2, 10):
    r = ranks(2, N)
    assert r == ((5, 3) if N <= 8 else (1, 1))
    print(f"d^{N}: independent, all k: {r[0]}; even k: {r[1]}")
r = ranks(3, 3)
assert r == (7, 4)
print(f"f^3: independent, all k: {r[0]}; even k: {r[1]}")


# --- a local interaction exp(cos w) integrated on two spheres
def polar(l, m, x):
    a = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return ((-1) ** a if m < 0 else 1) * norm * lpmv(a, l, x)


x, wx = np.polynomial.legendre.leggauss(16)


def c_table(k, orbitals):
    """Matrix elements of C^k_q by quadrature."""
    T = np.zeros((len(orbitals),) * 2)
    for i, (l1, m1) in enumerate(orbitals):
        for j, (l2, m2) in enumerate(orbitals):
            if abs(m1 - m2) <= k:
                T[i, j] = sqrt(2 / (2 * k + 1)) * np.sum(
                    wx * polar(l1, m1, x) * polar(k, m1 - m2, x)
                    * polar(l2, m2, x))
    return T


def term_energies(V):
    return np.array([np.trace(projector[2, L] @ V) / np.trace(projector[2, L])
                     for L in range(5)])


def coefficients(E):
    return np.array([(2 * k + 1) * sum((2 * L + 1) * eig_u(2, k, L) * E[L]
                                       for L in range(5)) for k in range(5)])


d_orbitals = [(2, m) for m in range(-2, 3)]
for k in range(5):
    assert np.allclose(c_table(k, d_orbitals),
                       reduced_c(2, k, 2) * unit[2, k], atol=1e-12)
phi = 2 * np.pi * np.arange(32) / 32
X, PHI = [a.ravel() for a in np.meshgrid(x, phi, indexing='ij')]
weight = np.repeat(wx, 32) * 2 * np.pi / 32
Y = np.array([polar(2, m, X) * np.exp(1j * m * PHI) / sqrt(2 * np.pi)
              for _, m in d_orbitals])
sine = np.sqrt(1 - X ** 2)
cosw = np.outer(X, X) + np.outer(sine, sine) * np.cos(PHI[:, None] - PHI)
density = (Y.conj()[:, None, :] * Y[None, :, :] * weight).reshape(25, -1)
g = (density @ np.exp(cosw) @ density.T).reshape(5, 5, 5, 5)
assert np.max(np.abs(g.imag)) < 1e-11
local_c = coefficients(term_energies(
    pair_matrix(g.real.transpose(0, 2, 1, 3))))
legendre = np.array([(2 * k + 1) / 2 * np.sum(wx * np.exp(x)
                     * eval_legendre(k, x)) for k in range(5)])
assert np.allclose(local_c, [legendre[k] * reduced_c(2, k, 2) ** 2
                             for k in range(5)], atol=1e-10)
assert legendre[1] > 0.1 and np.max(np.abs(local_c[1::2])) < 1e-10
print("exp(cos w): Legendre f_0..f_4 =", np.round(legendre, 4))
print("exp(cos w) in d^2: c_0..c_4 =", np.round(local_c, 4) + 0.0)

# --- operator identities in d^3, with generators built from definitions
N, l, n = 3, 2, 10
U = [lift(W[2, k], n, N) for k in range(5)]
Lp, Lz, Sp, Sz = [lift(pair_sum(h), n, N) / (N - 1) for h in generators(2)]
L2, S2, identity = square(Lp, Lz), square(Sp, Sz), np.eye(len(Lp))
assert np.allclose(L2, N * l * (l + 1) * identity
                   + 2 * l * (l + 1) * (2 * l + 1) * U[1])
exchange = sum((2 * k + 1) * U[k] for k in range(5))
assert np.allclose(exchange, (N - N ** 2 / 4) * identity - S2)
B_pair = np.zeros((n, n))
for m in range(-2, 3):
    B_pair[2 * (m + 2), 2 * (-m + 2) + 1] = (-1) ** m
a, b = np.triu_indices(n, 1)
pair_vector = B_pair[a, b] - B_pair[b, a]
Q = lift(np.outer(pair_vector, pair_vector), n, N)
assert np.allclose(Q, sum((-1) ** k * (2 * k + 1) * U[k] for k in range(5)))
q_formula = [(N - v) * (4 * l + 4 - N - v) / 4 for v in (1, 3)]
q_values = np.linalg.eigvalsh(Q)
assert np.allclose(q_values, [q_formula[1]] * 110 + [q_formula[0]] * 10)
print(f"d^3 pairing Q: v=1 {q_values[-1]:.3f}, v=3 {abs(q_values[0]):.3f}")


def components(l, k, table):
    m = np.arange(-l, l + 1)
    return [np.where(m[:, None] - m[None, :] == q, table, 0.0)
            for q in range(-k, k + 1)]


casimir = np.zeros_like(Q)
for k in (1, 3):
    for u in components(2, k, unit[2, k]):
        G = lift(pair_sum(np.kron(u, np.eye(2))), n, N) / (N - 1)
        casimir += (2 * k + 1) * G.T @ G
assert np.allclose(casimir, N * l * identity + 2 * (3 * U[1] + 7 * U[3]))
assert np.allclose(casimir, N * l * identity + exchange - Q)


# --- odd-rank sets containing k=1 that close under commutation
def closed_sets(l):
    odd = range(1, 2 * l, 2)
    comp = {k: np.array(components(l, k, unit[l, k] if (l, k) in unit
                                   else unit_table(l, k))) for k in odd}
    made = {}
    for i in odd:
        for j in odd:
            prod = np.einsum('aij,bjk->abik', comp[i], comp[j])
            comm = prod - np.einsum('bij,ajk->abik', comp[j], comp[i])
            made[i, j] = {k for k in odd if np.max(np.abs(np.einsum(
                'abij,cij->abc', comm, comp[k]))) > 1e-10}
    rest = [k for k in odd if k > 1]
    result = []
    for size in range(len(rest) + 1):
        for extra in combinations(rest, size):
            ranks_in = {1, *extra}
            if all(made[i, j] <= ranks_in for i in ranks_in for j in ranks_in):
                result.append(sorted(ranks_in))
    return result


closure = {l: closed_sets(l) for l in (2, 3, 4)}
assert closure[2] == [[1], [1, 3]]
assert closure[3] == [[1], [1, 5], [1, 3, 5]]
assert closure[4] == [[1], [1, 3, 5, 7]]
for l in closure:
    print(f"l={l}: closed odd-rank sets {closure[l]}")
g2_pair = 4 * np.eye(91) + 2 * (3 * W[3, 1] + 11 * W[3, 5])
g2 = [np.trace(projector[3, L] @ g2_pair) / np.trace(projector[3, L])
      for L in range(7)]
assert abs(g2[0]) < 1e-10 and np.isclose(g2[1], g2[5])
assert np.allclose([g2[2], g2[4]], g2[6]) and abs(g2[3] - g2[1]) > 0.1
print("f^2 G2 Casimir, L=0..6:", np.round(np.abs(g2), 4))

# --- worked example: d shell with second-order excitation d^2 -> p^2
F2, F4, R1, R3, gap = 60000.0, 40000.0, 40000.0, 25000.0, 300000.0
print(f"inputs (cm^-1): F2={F2:.0f} F4={F4:.0f}")
print(f"inputs (cm^-1): R1={R1:.0f} R3={R3:.0f} gap={gap:.0f}")
red2 = {k: reduced_c(2, k, 2) ** 2 for k in (2, 4)}
print(f"<d||C^k||d>^2: k=2 {red2[2]:.6f}, k=4 {red2[4]:.6f}")
cross = {k: reduced_c(2, k, 1) ** 2 for k in (1, 3)}
print(f"<d||C^k||p>^2: k=1 {cross[1]:.6f}, k=3 {cross[3]:.6f}")
slater_pair = sum(F * pair_matrix(scalar_product(c_table(k, d_orbitals),
                  range(-2, 3))) for k, F in ((2, F2), (4, F4)))
E_slater = term_energies(slater_pair)
orbitals = d_orbitals + [(1, m) for m in (-1, 0, 1)]
m_all = [m for _, m in orbitals]
coupling = sum(R * pair_matrix(scalar_product(c_table(k, orbitals), m_all))
               for k, R in ((1, R1), (3, R3)))
inside2 = [i for i, d in enumerate(combinations(range(16), 2)) if max(d) < 10]
shift_pair = -(coupling[inside2] @ coupling[:, inside2]) / gap
shift = term_energies(shift_pair)
X_L = np.array([(-1) ** (L + 1) * sum(R * cross[k] * six_j(2, 2, L, 1, 1, k)
                for k, R in ((1, R1), (3, R3))) if L <= 2 else 0.0
                for L in range(5)])
assert np.allclose(shift, -X_L ** 2 / gap, atol=1e-6)
c = coefficients(shift)
assert np.allclose(shift_pair, sum(c[k] * W[2, k] for k in range(5)),
                   atol=1e-6)
assert np.max(np.abs(coefficients(E_slater)[1::2])) < 1e-6
assert min(abs(c[1]), abs(c[3])) > 1.0
names = ['1S', '3P', '1D', '3F', '1G']
for L in range(5):
    print(f"{names[L]} U_0..U_4:", np.round(
        [eig_u(2, k, L) for k in range(5)], 5))
odd_part = np.array([c[1] * eig_u(2, 1, L) + c[3] * eig_u(2, 3, L)
                     for L in range(5)])
# independent weighted fit using only the Slater operators
design = np.array([[eig_u(2, k, L) for k in (0, 2, 4)] for L in range(5)])
root = np.sqrt(2 * np.arange(5) + 1.0)
total_E = E_slater + shift
fit = np.linalg.lstsq(design * root[:, None], total_E * root, rcond=None)[0]
assert np.allclose(total_E - design @ fit, odd_part, atol=1e-6)
print("term: Slater, coupling, shift, total, fit residual (cm^-1)")
for L in range(5):
    print(f"{names[L]}: {E_slater[L]:.2f}, {X_L[L]:.2f}, {shift[L]:.2f}, "
          f"{total_E[L]:.2f}, {odd_part[L]:.2f}")
print("shift c_0..c_4 (cm^-1):", " ".join(f"{v:.2f}" for v in c))
dF2, dF4 = c[2] / red2[2], c[4] / red2[4]
beta = c[3] / 14
alpha = (c[1] - 6 * beta) / 60
casimir_L = np.array([4 + 2 * (3 * eig_u(2, 1, L) + 7 * eig_u(2, 3, L))
                      for L in range(5)])
LL = np.array([L * (L + 1) for L in range(5)])
offset = -(6 * alpha + 2 * beta)
assert np.allclose(odd_part, alpha * LL + beta * casimir_L + 2 * offset)
print("d^2 SO(5) Casimir, L=0..4:", np.round(np.abs(casimir_L), 4))
print(f"change of F2, F4 (cm^-1): {dF2:.2f}, {dF4:.2f}")
print(f"alpha, beta (cm^-1): {alpha:.3f}, {beta:.3f}")
print(f"constant per electron (cm^-1): {offset:.3f}")

# --- the same operator must reproduce second order done directly in d^3
V3 = lift(coupling, 16, 3)
inside3 = [i for i, d in enumerate(combinations(range(16), 3)) if max(d) < 10]
direct3 = -(V3[inside3] @ V3[:, inside3]) / gap
carried3 = sum(c[k] * U[k] for k in range(5))
error3 = np.max(np.abs(direct3 - carried3))
assert error3 < 1e-6
even_only = np.max(np.abs(direct3 - sum(c[k] * U[k] for k in (0, 2, 4))))
assert even_only > 1.0
print(f"d^3 largest element missed without odd k: {even_only:.2f} cm^-1")
H_slater = lift(slater_pair, 10, 3)
val, vec = np.linalg.eigh(L2 + 100 * S2)


def quartet(H, L):
    v = vec[:, np.abs(val - 375 - L * (L + 1)) < 1e-6]
    assert v.shape[1] == 4 * (2 * L + 1)
    return np.trace(v.T @ H @ v) / v.shape[1]


def racah_b(f2, f4):
    return f2 / 49 - 5 * f4 / 441


split_slater = quartet(H_slater, 1) - quartet(H_slater, 3)
split_total = (quartet(H_slater + direct3, 1)
               - quartet(H_slater + direct3, 3))
B0, B1 = racah_b(F2, F4), racah_b(F2 + dF2, F4 + dF4)
assert np.isclose(split_slater, 15 * B0)
assert np.isclose(split_total, 15 * B1 - 10 * alpha)
assert np.isclose(split_total, total_E[1] - total_E[3])
ev = constants.h * constants.c * 100 / constants.e
print(f"B before, after (cm^-1): {B0:.3f}, {B1:.3f}")
print(f"d^3 4P-4F, Slater only: {split_slater:.2f} cm^-1")
print(f"15B' and -10 alpha (cm^-1): {15 * B1:.2f}, {-10 * alpha:.2f}")
print(f"d^3 4P-4F, second order: {split_total:.2f} cm^-1")
print(f"d^3 4P-4F, second order: {split_total * ev:.5f} eV")
print("verified")
```

Printed output:

```
l=1: terms of l^2 = 3
l=2: terms of l^2 = 5
l=3: terms of l^2 = 7
l=1: dimension of scalar space = 3
l=2: dimension of scalar space = 5
d^2: independent, all k: 5; even k: 3
d^3: independent, all k: 5; even k: 3
d^4: independent, all k: 5; even k: 3
d^5: independent, all k: 5; even k: 3
d^6: independent, all k: 5; even k: 3
d^7: independent, all k: 5; even k: 3
d^8: independent, all k: 5; even k: 3
d^9: independent, all k: 1; even k: 1
f^3: independent, all k: 7; even k: 4
exp(cos w): Legendre f_0..f_4 = [1.1752 1.1036 0.3578 0.0705 0.01  ]
exp(cos w) in d^2: c_0..c_4 = [5.876  0.     0.5112 0.     0.0142]
d^3 pairing Q: v=1 4.000, v=3 0.000
l=2: closed odd-rank sets [[1], [1, 3]]
l=3: closed odd-rank sets [[1], [1, 5], [1, 3, 5]]
l=4: closed odd-rank sets [[1], [1, 3, 5, 7]]
f^2 G2 Casimir, L=0..6: [0.     4.     4.6667 2.     4.6667 4.     4.6667]
inputs (cm^-1): F2=60000 F4=40000
inputs (cm^-1): R1=40000 R3=25000 gap=300000
<d||C^k||d>^2: k=2 1.428571, k=4 1.428571
<d||C^k||p>^2: k=1 2.000000, k=3 1.285714
1S U_0..U_4: [ 0.2 -0.2  0.2 -0.2  0.2]
3P U_0..U_4: [ 0.2     -0.16667  0.1     -0.      -0.13333]
1D U_0..U_4: [ 0.2     -0.1     -0.04286  0.11429  0.05714]
3F U_0..U_4: [ 0.2     -0.      -0.11429 -0.07143 -0.01429]
1G U_0..U_4: [0.2     0.13333 0.05714 0.01429 0.00159]
term: Slater, coupling, shift, total, fit residual (cm^-1)
1S: 28571.43, -28955.16, -2794.67, 25776.76, -980.09
3P: 952.38, -13096.97, -571.77, 380.61, -577.07
1D: -408.16, -13623.03, -618.62, -1026.79, -181.89
3F: -10612.24, 0.00, -0.00, -10612.24, -102.72
1G: 4988.66, 0.00, 0.00, 4988.66, 482.20
shift c_0..c_4 (cm^-1): -1520.62 3462.39 -2989.51 1438.05 -4562.79
d^2 SO(5) Casimir, L=0..4: [0. 3. 5. 3. 5.]
change of F2, F4 (cm^-1): -2092.66, -3193.95
alpha, beta (cm^-1): 47.435, 102.718
constant per electron (cm^-1): -490.044
d^3 largest element missed without odd k: 972.24 cm^-1
B before, after (cm^-1): 770.975, 764.480
d^3 4P-4F, Slater only: 11564.63 cm^-1
15B' and -10 alpha (cm^-1): 11467.20, -474.35
d^3 4P-4F, second order: 10992.86 cm^-1
d^3 4P-4F, second order: 1.36294 eV
verified
```
